# Resistivity Doubling by Diffuse Walls in a Square Copper Wire

## 1. Definitions and conventions

A long straight wire lies along $z$ and has the square section $0<x<w$, $0<y<w$. Its bulk resistivity is $\rho_0=1/\sigma_0$, and its resistivity with wall scattering is $\rho=1/\sigma$. The mean free path is $\lambda=v_F\tau$, with Fermi speed $v_F$ and relaxation time $\tau$. The expansion parameter is

$$\varepsilon=\frac{\lambda}{w}.$$

The unit vector along an electron's velocity is $\mathbf u=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta)$, so $\theta$ is measured from the wire axis. The electron charge is $-e$ with $e>0$. Lengths are in nm and resistivities in µΩ cm, since atomic units are unnatural for wires.

The model has a spherical Fermi surface, isotropic bulk scattering with a single $\tau$, and a weak uniform field $F$ along $z$. "Sidewalls" means all four long faces. A diffuse face re-emits electrons with no memory of their drift. There are no grain boundaries.

In this model the first-order rule is $\rho/\rho_0\approx1+3\lambda/(4w)$, which reaches 2 at $w=\tfrac34\lambda$, about 29 nm for copper. At that point the "small" correction equals one, so this width is an estimate. The full solution of the same model doubles the resistivity at $w\approx0.94\lambda$, about 36 nm.

## 2. The current in terms of free paths

Write the electron distribution as $f_0+g$, where $f_0$ is the equilibrium one and $g$ is linear in $F$. The force is $-eF$ along $z$, and $\partial f_0/\partial p_z=v_zf_0'$, the prime being the derivative with respect to energy. The stationary Boltzmann equation is

$$\mathbf v\cdot\nabla g-eFv_zf_0'=-\frac g\tau .$$

In the bulk the gradient vanishes and $g_b=eF\tau v_zf_0'$. Inserting $eFv_zf_0'=g_b/\tau$ and dividing by the speed gives, along a straight path with arc length $s$,

$$\frac{dg}{ds}=\frac{g_b-g}{\lambda}.$$

Let $s=0$ be the point where the path left a diffuse wall. There $g=0$: the deviation $g$ of the arriving electrons is odd in $u_z$, so it adds nothing to the total number arriving, and the wall erases its directional part. The solution is

$$g=g_b\left(1-e^{-s/\lambda}\right).$$

It is odd in $u_z$, because $g_b$ is odd and $s$ is unchanged when $u_z$ changes sign. Its average over directions therefore vanishes, which justifies using $-g/\tau$ for isotropic scattering without a term for electrons scattered in.

The current weights $g$ with $v_z$, and $g_b$ is itself proportional to $v_z$, so each direction counts with $u_z^2$. Since $\int u_z^2\,d\Omega=4\pi/3$,

$$\frac{\sigma}{\sigma_0}=1-\frac{3}{4\pi}\left\langle\int d\Omega\,u_z^2\,e^{-s/\lambda}\right\rangle, \tag{1}$$

where the brackets average over the section. The subtracted term is the missing fraction of the current.

If $w$ shrinks at fixed $\lambda$, every $s$ shrinks in proportion and every exponential grows. Hence $\sigma/\sigma_0$ falls steadily as the wire narrows, a fact needed in Section 4.

## 3. Leading order: four separate walls

For $w\gg\lambda$ each wall acts alone. At depth $x$ below one wall, only electrons moving away from it are affected. If $\mu$ is the cosine between $\mathbf u$ and the inward normal, then $s=x/\mu$. With $\alpha$ the azimuth about the normal, $u_z=\sqrt{1-\mu^2}\cos\alpha$, and integrating $u_z^2$ over $\alpha$ gives $\pi(1-\mu^2)$. The missing fraction is

$$D(x)=\frac34\int_0^1(1-\mu^2)\,e^{-x/(\lambda\mu)}\,d\mu .$$

At the wall $D(0)=\tfrac34\cdot\tfrac23=\tfrac12$: half of the electrons there have just left the wall and carry no drift. Integrating over depth, with $\int_0^\infty e^{-x/(\lambda\mu)}dx=\lambda\mu$,

$$\int_0^\infty D\,dx=\frac{3\lambda}{4}\int_0^1(\mu-\mu^3)\,d\mu=\frac{3\lambda}{4}\left(\frac12-\frac14\right)=\frac{3\lambda}{16}.$$

Each wall thus removes as much current as a dead layer of thickness $3\lambda/16$. Four layers of length $w$ have the area $4w\cdot3\lambda/16=3\lambda w/4$. Dividing by $w^2$,

$$\frac{\sigma}{\sigma_0}=1-\frac34\varepsilon+O(\varepsilon^2),\qquad
\frac{\rho}{\rho_0}=1+\frac34\varepsilon+O(\varepsilon^2). \tag{2}$$

The second form follows from $1/(1-q)=1+q+O(q^2)$. Setting $\tfrac34\varepsilon=1$ in it gives

$$w=\tfrac34\lambda .$$

The first form, which is equally valid at this order, gives a different answer: $\tfrac34\varepsilon=\tfrac12$, or $w=\tfrac32\lambda$. The factor of two between them shows how little the leading order fixes at doubling. The next term is needed.

## 4. First correction: the corners

Near a corner, let $x$ and $y$ be the distances from its two walls, and consider directions with $u_x>0$ and $u_y>0$. Define

$$a=\frac{x}{\lambda u_x},\qquad b=\frac{y}{\lambda u_y}.$$

These are the backward path lengths to the two walls, in units of $\lambda$. The electron came from the nearer one along its path, so the correct factor in (1) is $e^{-\min(a,b)}$. Adding separate wall layers uses $e^{-a}+e^{-b}$ instead. The excess is

$$e^{-a}+e^{-b}-e^{-\min(a,b)}=e^{-\max(a,b)} .$$

This overcounted loss must be returned to the current. To integrate it over the corner region, use $dx\,dy=\lambda^2u_xu_y\,da\,db$. The parts $b<a$ and $a<b$ contribute equally:

$$\int_0^\infty\!\!\int_0^\infty e^{-\max(a,b)}\,da\,db=2\int_0^\infty a\,e^{-a}\,da=2 .$$

The area returned by one corner is therefore

$$\frac{3}{4\pi}\,2\lambda^2\int u_z^2u_xu_y\,d\Omega
=\frac{3\lambda^2}{2\pi}\int_0^\pi\sin^3\theta\cos^2\theta\,d\theta\int_0^{\pi/2}\sin\phi\cos\phi\,d\phi .$$

With $c=\cos\theta$, the first integral is $\int_{-1}^{1}(1-c^2)c^2\,dc=\tfrac23-\tfrac25=\tfrac4{15}$. The second is $\tfrac12$. One corner returns $\lambda^2/(5\pi)$, and four corners give

$$\frac{\sigma}{\sigma_0}\approx1-\frac34\varepsilon+\frac{4}{5\pi}\varepsilon^2. \tag{3}$$

Inverting to the same order,

$$\frac{\rho}{\rho_0}=1+\frac34\varepsilon+\left(\frac{9}{16}-\frac{4}{5\pi}\right)\varepsilon^2+O(\varepsilon^3).$$

The $9/16$ is the square of the first-order loss. The last coefficient is positive, because $\pi>3$ makes $4/(5\pi)$ smaller than $4/15$. In wide wires the linear rule therefore underestimates the resistivity.

To find the doubling width, set (3) equal to $\tfrac12$ and multiply by $(w/\lambda)^2$:

$$\frac12\left(\frac w\lambda\right)^2-\frac34\,\frac w\lambda+\frac{4}{5\pi}=0,
\qquad \frac w\lambda=\frac34+\sqrt{\frac{9}{16}-\frac{8}{5\pi}}\approx0.981 .$$

The root with the minus sign is rejected. It lies where (3), viewed as a function of $w$, has passed its minimum and rises as the wire narrows, contrary to the monotonic behaviour found in Section 2.

## 5. What the two terms leave out

The remainder can be obtained in closed form. Fix $\theta$ and a transverse direction $\phi$ between $0$ and $\pi/4$; the other directions follow from the eightfold symmetry of the square. If $\ell$ is the path length projected on the section, then $s=\ell/\sin\theta$. On a chord of length $c$, with $h=\lambda\sin\theta$,

$$\int_0^c e^{-\ell/h}\,d\ell=h\left(1-e^{-c/h}\right).$$

The parallel chords fall into two groups:

- Chords joining the left and right sides have length $w/\cos\phi$ and fill a strip of perpendicular width $w(\cos\phi-\sin\phi)$.
- Chords cutting off one of two corners, at perpendicular distance $t$ from it, have length $t/(\sin\phi\cos\phi)$, with $0<t<w\sin\phi$.

Define $Q=e^{-w/(h\cos\phi)}=e^{-1/(\varepsilon\sin\theta\cos\phi)}$. For each corner group,

$$\int_0^{w\sin\phi}e^{-t/(h\sin\phi\cos\phi)}\,dt=h\sin\phi\cos\phi\,(1-Q).$$

The total perpendicular width is $w(\cos\phi+\sin\phi)$. Collecting terms, dividing by $w^2$ and multiplying by 8, equation (1) becomes

$$\frac{\sigma}{\sigma_0}=1-\frac{6\varepsilon}{\pi}\int_0^\pi\!d\theta\int_0^{\pi/4}\!d\phi\,\sin^2\theta\cos^2\theta\,B, \tag{4}$$

$$B=\cos\phi+\sin\phi-(\cos\phi-\sin\phi)Q-2\varepsilon\sin\theta\sin\phi\cos\phi\,(1-Q).$$

Setting $Q=0$ recovers (3). The first two terms of $B$ integrate over $\phi$ to 1, and $\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta=\pi/8$, which gives $-\tfrac34\varepsilon$. The last term gives $+\tfrac{6\varepsilon}{\pi}\cdot2\varepsilon\cdot\tfrac4{15}\cdot\tfrac14=\tfrac{4}{5\pi}\varepsilon^2$. What remains is

$$R=\frac{6\varepsilon}{\pi}\int_0^\pi\!d\theta\int_0^{\pi/4}\!d\phi\,\sin^2\theta\cos^2\theta\;Q\left[\cos\phi-\sin\phi-2\varepsilon\sin\theta\sin\phi\cos\phi\right].$$

Since $\sin\theta\cos\phi\le1$, we have $Q\le e^{-w/\lambda}$. Bounding the two parts of the bracket separately gives

$$|R|\le\frac34\varepsilon\left(\sqrt2-1+\frac\varepsilon2\right)e^{-w/\lambda}.$$

The conductivity series thus has no further powers of $\varepsilon$; the rest is exponentially small in wide wires. It describes paths that cross from one side to the opposite one. In (3) both the wall layers and the corner terms were extended beyond the far walls. Cutting them off there reduces the loss from the layers, but also reduces the current returned at the corners. These two changes have opposite signs, so $R$ can have either sign.

At $w=\tfrac34\lambda$, (4) gives $\sigma/\sigma_0=0.442$ and (3) gives 0.453, so $R$ is negative there. Solving (4) for $\sigma/\sigma_0=\tfrac12$ gives

$$w=0.936\,\lambda .$$

This is smaller than the 0.981 of the two-term series, because $R$ changes sign near $w\approx0.81\lambda$ and is positive around the doubling width (about $+0.013$ at $w=\lambda$). The linear rule's $0.750\,\lambda$ lies 20% below the full result.

## 6. Two further cases

**Two diffuse faces.** Let the faces at $x=0$ and $x=w$ be diffuse and the other two specular. A specular reflection reverses $u_y$ but preserves $u_x$ and $u_z$, so it changes neither the drift nor the distance to the last diffuse wall. The wire then conducts like a film of thickness $w$. Both walls contribute equally, and averaging $D(x)$ over $0<x<w$ gives

$$\frac{\sigma}{\sigma_0}=1-\frac{3\varepsilon}{2}\int_0^1(\mu-\mu^3)\left(1-e^{-1/(\varepsilon\mu)}\right)d\mu .$$

The leading loss is $\tfrac38\varepsilon$, half that of four walls, and there is no corner term. The full doubling width falls to $0.456\,\lambda$. At $w=\tfrac34\lambda$ two diffuse faces raise the resistivity by a factor of 1.62, while four raise it by 2.26. The meaning of "sidewalls" therefore matters.

**Very narrow wire.** For $w\ll\lambda$, replace $1-e^{-s/\lambda}$ by $s/\lambda$. The weight $u_z^2s$ remains integrable near the axis, because the factor $1/\sin\theta$ in $s$ cancels the $\sin\theta$ in $d\Omega$. The $\theta$ integral is $\int_0^\pi\cos^2\theta\,d\theta=\pi/2$. A chord of length $c$ contributes $\int_0^c\ell\,d\ell=c^2/2$, so the two chord groups give the mean projected path

$$\frac{\langle\ell\rangle}{w}=\frac{\cos\phi-\sin\phi}{2\cos^2\phi}+\frac{\sin\phi}{3\cos^2\phi}
=\frac{1}{2\cos\phi}-\frac{\sin\phi}{6\cos^2\phi}.$$

Integrating over $0<\phi<\pi/4$, and using the prefactor $\tfrac{3}{4\pi}\cdot\tfrac\pi2\cdot8=3$,

$$\frac{\sigma}{\sigma_0}\to C\,\frac w\lambda,\qquad C=\frac32\ln(1+\sqrt2)-\frac{\sqrt2-1}{2}.$$

The resistivity again grows as $1/w$, with coefficient $1/C$ in place of $3/4$. The ratio of the linear rule to the full result tends to the constant $3C/4$, so the rule's relative error stays finite even where its derivation fails. In this limit $\rho\to\rho_0\lambda/(Cw)$. Since $\rho_0\lambda=mv_F/(ne^2)$, with $m$ the electron mass and $n$ the electron density, the bulk scattering time has dropped out.

## 7. Copper at room temperature

The inputs are rough: $\rho_0=1.7$ µΩ cm, a cubic cell of edge 0.36 nm containing four atoms, and one conduction electron per atom. Then

$$n=\frac{4}{(0.36\ \text{nm})^3}=85.7\ \text{nm}^{-3},\qquad k_F=(3\pi^2n)^{1/3}=13.64\ \text{nm}^{-1},$$

$$v_F=\frac{\hbar k_F}{m}=1.58\ \text{nm/fs},\qquad \tau=\frac{m}{ne^2\rho_0}=24.3\ \text{fs},$$

and $\lambda=v_F\tau=38.5$ nm, computed before rounding the factors. Each dead layer is $3\lambda/16=7.2$ nm thick. The linear rule doubles the resistivity at $\tfrac34\lambda\approx29$ nm, and the full solution does so at $0.936\,\lambda\approx36$ nm.

For a 30 nm wire the linear rule gives

$$\frac{\rho}{\rho_0}\approx1+\frac{3\times38.5}{4\times30}=1.96,$$

whereas the full solution gives 2.21, or $2.21\times1.7\approx3.8$ µΩ cm. The rule is 11% below the full value. At 100 nm the two values are 1.29 and 1.33, a difference of 3%. The rule is thus more accurate for the resistivity at a given width than for the doubling width. The curve $\rho(w)$ is not steep here, so a modest error in $\rho$ becomes a larger relative error in $w$.

At fixed $n$, $\lambda$ is proportional to $1/\rho_0$. Purer or colder copper therefore doubles its own bulk resistivity at a larger width. Within the model, the first-order added resistivity, $3\rho_0\lambda/(4w)$, does not change. This relies on isotropic bulk scattering. Phonon scattering is forward-peaked, strongly so at low temperature, and the wall loss then differs even at the same transport mean free path: for a mean scattering cosine of 0.9, $\sigma/\sigma_0$ at $w=0.936\lambda$ is about 0.52 instead of 0.50.

## 8. Checks and limits of validity

Equation (4) was tested against a direct sum of (1) over points and directions, and the two-term series against (4) at $w=10\lambda$. A separate test followed random walks with isotropic bulk collisions and cosine-law emission from diffuse walls. Their axial diffusion constant, divided by the bulk value, equals $\sigma/\sigma_0$ by the Einstein relation. At $w=\tfrac34\lambda$ the walks gave 0.439 for four diffuse faces, 0.617 for two and 1.009 for none. The formulas give 0.442, 0.618 and 1, and the test allowed 4% for noise and finite walk length. The values are listed in the numerical output.

The classical treatment requires $k_Fw\gg1$. At 29 nm this product is about 400, so the condition holds. Partly specular walls would lower the added resistivity and move the doubling to a smaller width. Grain boundaries would add resistance, and a poorly conducting liner would reduce the copper section. The real Fermi surface of copper is not a sphere, so the widths in nm are estimates even when (4) is solved in full.

## Table of computed values

```
input bulk resistivity (rough): 1.7 microohm cm
input lattice constant (rough): 0.36 nm
electron density: 85.7 per nm^3
Fermi wave number: 13.64 per nm
Fermi speed: 1.58 nm/fs
relaxation time: 24.3 fs
mean free path: 38.5 nm
missing current fraction at a wall: 0.500
dead layer per wall: 0.1875 mfp
dead layer per wall in copper: 7.2 nm
Width at which the resistivity doubles:
  first order in rho: 0.750 mfp; copper 28.8 nm
  first order in sigma: 1.500 mfp; copper 57.7 nm
  walls and corners: 0.981 mfp; copper 37.7 nm
  full solution: 0.936 mfp; copper 36.0 nm
  full, two diffuse faces only: 0.456 mfp; copper 17.5 nm
first-order width / full width: 0.801
At width 0.75 mfp, sigma/sigma0:
  chord formula, four diffuse faces: 0.4422
  direct sum, four diffuse faces: 0.4423
  random walk, four diffuse faces: 0.439
  walls and corners only: 0.4527
  film formula, two diffuse faces: 0.6179
  random walk, two diffuse faces: 0.617
  random walk, no diffuse face: 1.009
rho/rho0 there, full solution: 2.261
rho/rho0 there, two diffuse faces: 1.618
random walk sigma/sigma0 at full doubling width: 0.501
Copper: width (nm), rho/rho0 first order, rho/rho0 full,
        full resistivity (microohm cm)
    20  2.442  2.838  4.82
    30  1.961  2.211  3.76
    40  1.721  1.895  3.22
    60  1.481  1.579  2.68
   100  1.288  1.331  2.26
   200  1.144  1.156  1.96
```
